# Height fluctuations of a growing droplet from longest increasing subsequences

**The model.** One-layer islands nucleate on a line as a Poisson process, with rate \(\rho\) per unit length and time. Their edges move outwards at speed \(v\), and edges that meet annihilate. In a droplet, nucleation occurs only for \(|x|<vt\), on a base layer of height zero. Let \(h\) be the height at \(x=0\), time \(T\), counted in layers. There is no evaporation, and islands do not influence nucleation. Define

\[
\lambda=\tfrac12\rho vT^2,\qquad r=\sqrt\lambda,\qquad w=r^{1/3}.
\]

Lengths are in nm and times in s, since atomic units are unnatural on this scale.

## (a) From growth to permutations

**Question.** Relate \(h\) to random permutations and give a way to sample it.

**Answer.** Let \(R_k\) be the space-time region of height at least \(k\). It is the union of the forward cones of the nuclei that landed on height \(k-1\), because merging islands form a union. Each such nucleus lies in \(R_{k-1}\), hence in the cone of a nucleus one level lower. Going down gives a chain of \(k\) nuclei, each in the forward cone of the previous one. Conversely, height rises by at least one at each nucleus of a chain. Thus \(h\) is the length of the longest chain in the backward cone of \((0,T)\).

Put \(a=vt+x\), \(b=vt-x\). The relevant region is the square \(0<a,b<vT\), and \(dx\,dt=da\,db/(2v)\). Its space-time area is \(vT^2/2\), so the number \(N\) of nuclei is Poisson with mean \(\lambda\). A chain increases in both \(a\) and \(b\). Given \(N\), sort the nuclei by \(a\): their \(b\) values are in uniformly random order. Hence \(h=L_N\), the longest increasing subsequence of a random permutation.

To find \(L_N\), put each number on the leftmost pile whose top exceeds it, or start a new pile on the right. Piles decrease, so an increasing subsequence takes at most one number per pile. Each number placed had a smaller top on the pile to its left; following these back from the last pile gives a subsequence using every pile. The number of piles is therefore \(L_N\).

## (b) A finite determinant

**Question.** Find \(P(h\le l)\) as an \(l\times l\) determinant.

**Answer.** Keep the pile tops as the first row of a table. A displaced top is inserted into the second row by the same rule, and so on. A displaced entry never moves right, because the entry below its old place is larger; the entry above its new place is smaller. Rows and columns therefore stay increasing. Recording where each new box appears makes the procedure reversible: the last box's entry moves up, each time replacing the rightmost smaller entry. Permutations thus correspond to pairs of increasing tables of equal shape \(\mu\). If \(f_\mu\) is the number of ways to build \(\mu\) box by box,

\[
\#\{L_N\le l\}=\sum_{\mu_1\le l}f_\mu^2=\sum_{\text{at most }l\text{ rows}}f_\mu^2 .
\]

The second form follows by exchanging rows and columns.

Let \(z_j=e^{i\theta_j}\), \(p=\sum_{j=1}^l z_j\), and \(a_m=\det[z_j^{m_k}]\) with \(m_1>\dots>m_l\ge0\). Averaged over the angles, \(\langle a_m\bar a_{m'}\rangle=l!\,\delta_{mm'}\). Expanding the determinant gives \(p\,a_m=\sum_k a_{m+e_k}\), where terms with two equal exponents vanish. Writing \(m_k=\mu_k+l-k\), raising \(m_k\) adds a box to row \(k\), and the vanishing terms are the forbidden shapes. Starting from \(\delta=(l-1,\dots,0)\), we get \(p^Na_\delta=\sum_\mu f_\mu a_{\mu+\delta}\), so

\[
\#\{L_N\le l\}=\frac1{l!}\left\langle |p|^{2N}|a_\delta|^2\right\rangle .
\]

Now average over the Poisson number:

\[
P(h\le l)=e^{-r^2}\sum_N\frac{r^{2N}}{(N!)^2}\,\frac{\langle|p|^{2N}|a_\delta|^2\rangle}{l!}
=\frac{e^{-r^2}}{l!}\left\langle e^{r(p+\bar p)}|a_\delta|^2\right\rangle .
\]

The last step holds because a common rotation of all angles removes terms \(p^M\bar p^N\) with \(M\ne N\). Expanding both determinants, \(l!\) equal contributions cancel the prefactor:

\[
P(h\le l)=e^{-r^2}D_l,\qquad D_l=\det[I_{j-k}(2r)]_{j,k=1}^{l}.
\]

## (c) A determinant suited to large droplets

**Question.** Transform this so that its matrix starts at the height \(l\) of interest.

**Answer.** For \(f(z)=\sum f_nz^n\) let \(T(f)_{jk}=f_{j-k}\), \(j,k\ge0\). Splitting \((fg)_{j-k}=\sum_m f_{j-m}g_{m-k}\) into \(m\ge0\) and \(m=-n-1<0\) gives

\[
T(fg)_{jk}=[T(f)T(g)]_{jk}+\sum_{n\ge0}f_{j+n+1}\,g_{-n-k-1}. \tag{1}
\]

The sum vanishes if \(f\) has no positive powers or \(g\) no negative ones. Let \(L=T(e^{rz})\) and \(U=T(e^{r/z})\), which are lower and upper triangular with unit diagonal. Since \(e^{r(z+1/z)}=\sum I_n(2r)z^n\), \(D_l\) is the leading \(l\times l\) minor of \(UL\). Write \(UL=LAU\), \(A=L^{-1}ULU^{-1}\). With \(P\) the projector on the first \(l\) indices and \(Q=1-P\), triangularity gives \(PL=PLP\) and \(UP=PUP\), so \(D_l=\det PAP\).

Taking determinants of \(A(P+A^{-1}Q)=AP+Q\) yields \(\det PAP=\det A\,\det QA^{-1}Q\). By (1),

\[
A^{-1}=UL^{-1}\,U^{-1}L=T(1/c)\,T(c),\quad c=e^{r(z-1/z)}=\sum_n J_n(2r)z^n .
\]

Apply (1) again with \(f=1/c\), \(g=c\), using \(J_{-n}=(-1)^nJ_n\):

\[
(A^{-1})_{jk}=\delta_{jk}-(-1)^{j+k}\sum_{n\ge0}J_{j+n+1}J_{n+k+1}.
\]

The signs drop out of the determinant. As \(l\to\infty\), both \(P(h\le l)\) and \(\det QA^{-1}Q\) tend to 1, which fixes \(\det A=e^{r^2}\). Therefore

\[
P(h\le l)=\det(1-H_l^2),\quad (H_l)_{ab}=J_{l+1+a+b}(2r),\quad a,b\ge0. \tag{2}
\]

From \(c(z)c(1/z)=1\) we have \(\sum_nJ_nJ_{n+k}=\delta_{k0}\). So \(H_l\) is a block of an orthogonal matrix, and the eigenvalues of \(H_l^2\) lie in \([0,1]\).

At \(r=2\), \(l=3\), the Poisson sum over counted shapes and both determinants give 0.877863.

## (d) The limiting distribution

**Question.** Find the limit law of \(\chi_r=(h-2r)/w\).

**Answer.** Set \(n=2r+\xi w\) and integrate for \(J_n\) on the circle \(z=e^{(1+iq)/w}\):

\[
wJ_n(2r)=\frac1{2\pi}\int_{-\pi w}^{\pi w}\exp\left[2r\sinh\frac{1+iq}{w}-n\frac{1+iq}{w}\right]dq .
\]

With \(\zeta=1+iq\), the linear terms cancel and the exponent tends to \(\zeta^3/3-\xi\zeta\). For the modulus, put \(s=1/w\le1\). Its exponent is \(2r\sinh s\cos(q/w)-2rs-\xi\). Using \(1-\cos y\ge2y^2/\pi^2\) and \(\sinh s\ge s\), it is at most \(2r(\sinh s-s)-\xi-4q^2/\pi^2\). Since \(r=s^{-3}\), the first term is at most \(2(\sinh1-1)\). The Gaussian integral then gives

\[
|J_n(2r)|\le \frac Cw e^{-\xi},\qquad C=\frac{\sqrt\pi}{4}e^{2(\sinh1-1)}\approx0.629. \tag{3}
\]

The same bound allows the limit under the integral, so \(wJ_n(2r)\to\mathrm{Ai}(\xi)\).

In (2), let \(\xi_l=(l-2r)/w\), \(x=(a+\tfrac12)/w\), \(y=(b+\tfrac12)/w\). The Bessel index corresponds to \(\xi_l+x+y\). Matrix products become integrals over midpoints with spacing \(1/w\). By (3), \(w|(H_l^2)_{ab}|\le\frac12C^2e^{-2\xi_l-x-y}\). Hadamard's inequality bounds the \(k\)th term of the determinant expansion by a constant to the power \(k\), times \(k^{k/2}/k!\), which is summable. Hence, for \(\xi_l\to s\),

\[
P(\chi_r\le s)\to F_2(s)=\det(1-A_s^2),\quad A_s(x,y)=\mathrm{Ai}(x+y+s),
\]

with \(A_s\) acting on functions on \((0,\infty)\). This is the Tracy-Widom distribution of the Gaussian unitary ensemble.

## (e) Mean and variance

**Question.** Prove that the mean and variance converge too, and evaluate their limits.

**Answer.** Convergence in law could leave a contribution from rare, large deviations, so both tails need bounds uniform in \(r\). From (3),

\[
P(h>l)\le\operatorname{tr}H_l^2\le\frac{C^2e^{-2\xi_l}}{4w^2\sinh^2(1/w)}\le\frac{C^2}{4}e^{-2\xi_l}.
\]

For the lower tail, \(1-\kappa\le e^{-\kappa}\) for each eigenvalue gives

\[
P(h\le l)\le e^{-\operatorname{tr}H_l^2},\qquad \operatorname{tr}H_l^2=\sum_{n>l}(n-l)J_n(2r)^2 .
\]

Let \(Y=-\xi_l\); since \(l\ge0\), \(Y\le2w^2\). Averaging \(c(e^{u/2+i\phi})c(e^{u/2-i\phi})\) over \(\phi\) gives \(\sum_nJ_n^2e^{un}=I_0(4r\sinh(u/2))\). Define

\[
M(u)=\sum_nJ_n^2e^{u(n-2r)}=e^{-2ru}I_0(4r\sinh(u/2)).
\]

Choose \(s=B/(Yw)\), with a constant \(B\ge2\) and \(Y\ge B\). Then \(s\le1\), \(rs\ge B/2\ge1\) and \(rs^3\le1\). For \(u=s/2,s,2s\), the argument of \(I_0\) lies between \(2ru\) and \(3ru\) and exceeds \(2ru\) by less than 1. Because \(I_0(x)\) is bounded above and below by multiples of \(e^x/\sqrt x\) for \(x\ge1\), there are numbers \(k,K>0\) with \(k/\sqrt{ru}\le M(u)\le K/\sqrt{ru}\).

Let \(l'=2r-Yw/2\). The terms \(n\le l'\) contribute to \(M(s)\) at most \(e^{-B/4}M(s/2)\), which is below \(k/(2\sqrt{rs})\) once \(B\) is large enough. The rest is at least \(k/(2\sqrt{rs})\), and the Cauchy-Schwarz inequality gives

\[
\sum_{n>l'}J_n^2\ge\frac{k^2/(4rs)}{M(2s)}\ge\frac{\text{const}}{\sqrt{rs}}=\text{const}\,\frac{\sqrt Y}{w}.
\]

In these terms \(n-l>Yw/2\), so \(\operatorname{tr}H_l^2\ge c\,Y^{3/2}\) with \(c>0\) independent of \(r\). Both tails decay fast enough, uniformly, for the mean and variance to converge.

For a cutoff \(S\) far in the upper tail, integration by parts gives

\[
\langle\chi\rangle=S-\int_{-\infty}^SF_2\,ds,\qquad \langle(S-\chi)^2\rangle=2\int_{-\infty}^S(S-s)F_2\,ds .
\]

With \(S=8\) and the lower end at \(-10\), quadrature of the Airy determinant yields

\[
\mu=\langle\chi\rangle=-1.7711,\qquad \sigma^2=\operatorname{Var}\chi=0.8132 .
\]

## (f) Finite droplets and fixed permutation size

**Question.** Estimate the leading finite-size corrections. Does fixing \(N\) change the limit?

**Answer.** The next term in the Bessel exponent is \(\zeta^5/(60w^2)\), and the midpoint rule also errs at order \(w^{-2}\). This suggests \(P(h\le l)=F_2(\xi_l)+O(w^{-2})\). Without the correction, \(h\) would be \(2r+w\chi\) rounded up, and rounding up a smooth, broad distribution adds \(1/2\) on average. Thus

\[
\langle h\rangle\approx2r+\mu w+\tfrac12,
\]

with a remainder of order \(1/w\). The remaining errors in the scaled mean and variance should fall as \(r^{-2/3}\), a factor 4.64 per decade of \(r\). From \(r=100\) to 1000 the computed factors are 4.67 and 4.66.

For fixed \(N\), use that \(L_N\) cannot decrease when points are added. Compare it with Poisson samples of means \(N\pm\sqrt N\ln N\). Their numbers lie on the wrong side of \(N\) with probability smaller than any power of \(N\). The centres \(2\sqrt\lambda\) shift by about \(\pm\ln N\), which becomes negligible against \(N^{1/6}\) as \(N\to\infty\). This comparison proves the limit but is not sharp at moderate \(N\): at \(N=10^4\) the shift still exceeds \(N^{1/6}\). Hence \((L_N-2\sqrt N)/N^{1/6}\) has the same limit law. Its mean and variance also converge, since \(0\le L_N\le N\) makes the exceptional events harmless.

At finite size there is a difference. Let \(M,V\) be the Poisson mean and variance as functions of \(\lambda\). If the fixed-\(N\) moments vary smoothly, expansion about \(N=\lambda\) and the law of total variance give the estimates

\[
\langle L_N\rangle\approx M-\tfrac12\lambda M'',\qquad \operatorname{Var}L_N\approx V-\lambda M'^2 .
\]

As \(M'\approx\lambda^{-1/2}\), fixing \(N\) removes about one unit of variance. Enumeration at \(N=30\) gives variance 1.500, against 1.495 from the estimate and 2.311 for the Poisson case.

## (g) A sampled droplet

**Question.** Take \(v=2\) nm/s and \(\rho=0.04\) nm\(^{-1}\)s\(^{-1}\). Follow the approach to the limit and sample the droplet at 500 s.

**Answer.** At \(T=500\) s,

\[
\lambda=\tfrac12(0.04)(2)(500)^2=10^4,\quad r=100,\quad w=4.642,
\]

\[
\langle h\rangle\approx200-1.771\times4.642+0.5=192.28\ \text{layers}.
\]

Determinant (2) gives 192.29 layers and variance 17.31, a standard deviation of 4.16 layers. The scaled moments at three times are:

| \(T\) (s) | mean of \(\chi_r\) | mean after removing ½ layer | variance of \(\chi_r\) |
|---|---|---|---|
| 50 | −1.524 | −1.756 | 0.767 |
| 500 | −1.660 | −1.768 | 0.804 |
| 5000 | −1.720 | −1.770 | 0.811 |

The raw mean converges slowly because half a layer is still \(0.5/w\) in scaled units.

To sample, draw \(N\) from the Poisson distribution, draw \(N\) uniform numbers and count piles. For 800 droplets the scaled mean is \(-1.680\pm0.032\) and the variance \(0.783\pm0.041\) (one standard error), consistent with the table. This sample cannot distinguish 0.804 from 0.813; the determinants resolve that difference.

Samples at fixed \(N\) show the same drift:

| \(N\) | samples | scaled mean | scaled variance |
|---|---|---|---|
| 100 | 16000 | −1.525 ± 0.006 | 0.574 ± 0.007 |
| 1000 | 3000 | −1.609 ± 0.015 | 0.700 ± 0.018 |
| 10000 | 800 | −1.655 ± 0.031 | 0.759 ± 0.039 |

The low variances agree with part (f), which predicts 0.579, 0.698 and 0.758. At \(N=10^4\), the missing unit of variance alone lowers the scaled value by about \(1/w^2=1/21.54=0.046\).

The subsequence rule was also tested by following every edge through nucleation, motion and annihilation: all 200 simulated droplets at 30 s had the predicted height.

Physically, the leading growth speed is \(2r/T=\sqrt{2\rho v}=0.4\) layers/s, while the height fluctuation grows as \(T^{1/3}\), the Kardar-Parisi-Zhang exponent in one dimension. Columns filled independently at random would have Poisson heights, with variance equal to the mean: about 192 rather than 17 here. The droplet thus fluctuates much less than independent columns of the same mean height. At fixed \(\rho\) and \(T\), faster edges still raise the variance, but only as \(v^{1/3}\), while the mean grows as \(v^{1/2}\) (both for large droplets). The derivation needs uncorrelated nucleation, a common constant edge speed and a region that is a rectangle in light-cone coordinates. At \(x=0\) it is the square; at any other point inside the droplet it is \(0<a<vT+x\), \(0<b<vT-x\), and the same formulas hold with \(\lambda=\rho(v^2T^2-x^2)/(2v)\). It does not cover a flat start, where the backward cone is a triangle, or growth on a two-dimensional surface.

The numerical output gives the remaining digits and comparisons.

## Calculated quantities

```
Edge speed 2.0 nm/s
Nucleation rate 0.04 per nm per s
Edge simulations equal to subsequence: 200 of 200
  at T = 30 s, mean height 9.35 layers
Permutations of 7 with L <= 3: 2761
  unitary-group integral: 2761.000000
P(h <= 3) at r = 2, Poisson sum: 0.87786349
  Toeplitz determinant: 0.87786349
  Bessel determinant: 0.87786349
Limit law mean: -1.771087
Limit law variance: 0.813195
Limit law F2(-2): 0.413224
Bessel envelope constant C: 0.6291
T = 50 s: r = 10, r^(1/3) = 2.1544
  mean height 16.7161, variance 3.5619 (layers)
  scaled mean -1.52426, less 1/2 layer -1.75634
  scaled variance 0.76738
  largest |P - F2| 1.50e-02
  envelope 0.3791, min trace/|xi|^1.5 0.2141
T = 500 s: r = 100, r^(1/3) = 4.6416
  mean height 192.2936, variance 17.3114 (layers)
  scaled mean -1.66028, less 1/2 layer -1.76801
  scaled variance 0.80353
  largest |P - F2| 3.14e-03
  envelope 0.3812, min trace/|xi|^1.5 0.2116
T = 5000 s: r = 1000, r^(1/3) = 10.0000
  mean height 1982.7957, variance 81.1120 (layers)
  scaled mean -1.72043, less 1/2 layer -1.77043
  scaled variance 0.81112
  largest |P - F2| 6.69e-04
  envelope 0.3822, min trace/|xi|^1.5 0.2111
Error drop expected per decade of r: 4.642
  Bessel-Airy, r = 100 to 1000: 4.456
  distribution, r = 100 to 1000: 4.683
  mean less 1/2, r = 100 to 1000: 4.671
  variance, r = 100 to 1000: 4.661
N = 30 exact: mean 8.4105, variance 1.4997
  estimate: mean 8.4104, variance 1.4946
  Poisson variance at lam = 30: 2.3111
Permutations N = 100, 16000 samples:
  scaled mean -1.525 +- 0.006, predicted -1.514
  scaled var 0.574 +- 0.007, predicted 0.579
Permutations N = 1000, 3000 samples:
  scaled mean -1.609 +- 0.015, predicted -1.604
  scaled var 0.700 +- 0.018, predicted 0.698
Permutations N = 10000, 800 samples:
  scaled mean -1.655 +- 0.031, predicted -1.660
  scaled var 0.759 +- 0.039, predicted 0.758
Droplets at T = 500 s, 800 samples:
  scaled mean -1.680 +- 0.032, predicted -1.660
  scaled var 0.783 +- 0.041, predicted 0.804
```
